# First occupation of angular momentum l in the Thomas-Fermi atom

## 1. Scaling fixes the power of \(Z\)

Atomic units are used: \(\hbar=m_e=e=1\), lengths are in bohr and energies in hartree. Take a neutral atom with nuclear charge \(Z\), and treat its electrons as a locally uniform Fermi gas in a mean electrostatic field. Let \(R\) be the typical electron radius and \(p\) the typical Fermi momentum. Two relations connect them:

- the kinetic energy is comparable with the potential energy, so \(p^2\sim Z/R\);
- the occupied phase space holds \(Z\) electrons, so \(R^3p^3\sim Z\).

Inserting the first in the second gives \(R^{3/2}Z^{3/2}\sim Z\), hence

\[
R\sim Z^{-1/3},\qquad p\sim Z^{2/3},\qquad Rp\sim Z^{1/3}.
\]

The largest angular momentum available in the atom therefore grows as \(Z^{1/3}\), and the charge at which a given \(l\) first becomes available grows as the cube of the angular momentum. What remains is the coefficient, and the question of whether \(l\), \(\sqrt{l(l+1)}\) or \(l+\tfrac12\) is to be cubed.

## 2. The field

Let \(\phi(r)\) be the electrostatic potential of the nucleus and all electrons, so that an electron has potential energy \(-\phi\). In a neutral Thomas-Fermi atom the levels are filled up to energy zero. A negative filling energy would end the density at a finite radius where \(\phi>0\), yet outside a neutral sphere \(\phi=0\). A positive one would leave electrons at infinity. The local Fermi momentum and the density, with two spin states, are thus

\[
p^2=2\phi,\qquad n=2\,\frac{4\pi p^3/3}{(2\pi)^3}=\frac{p^3}{3\pi^2}.
\]

Write \(\phi=Z\chi/r\), where \(\chi\) measures the screening. Electrons carry negative charge, so Poisson's equation away from the nucleus is \(\nabla^2\phi=4\pi n\). Since \(\nabla^2\phi=(r\phi)''/r\),

\[
\frac{Z}{r}\frac{d^2\chi}{dr^2}=\frac{4}{3\pi}\left(\frac{2Z\chi}{r}\right)^{3/2}
\quad\Rightarrow\quad
\frac{d^2\chi}{dr^2}=\frac{2^{7/2}}{3\pi}\,Z^{1/2}\,\frac{\chi^{3/2}}{r^{1/2}} .
\]

Set \(r=ax\). The right side acquires the factor \(a^{3/2}\,2^{7/2}Z^{1/2}/(3\pi)\), which equals one if

\[
a=bZ^{-1/3},\qquad b=\frac12\left(\frac{3\pi}{4}\right)^{2/3}=0.88534 .
\]

The equation is then free of \(Z\):

\[
\chi''=\frac{\chi^{3/2}}{\sqrt x},\qquad \chi(0)=1,\qquad \chi(\infty)=0 .
\]

The first condition is the bare nuclear field at small \(r\), the second is neutrality.

## 3. Why \((l+\tfrac12)^2\) is the quantity to compare

For an electron of energy \(E\) in this field, the reduced radial function \(P(r)\) obeys

\[
\frac{d^2P}{dr^2}+\left[2E+p^2-\frac{l(l+1)}{r^2}\right]P=0 .
\]

Put \(u=\ln r\) and \(P=e^{u/2}w(u)\). Then

\[
\frac{d^2P}{dr^2}=e^{-2u}(P_{uu}-P_u),\qquad
P_u=e^{u/2}\left(w_u+\tfrac12w\right),\qquad
P_{uu}=e^{u/2}\left(w_{uu}+w_u+\tfrac14w\right),
\]

so that \(P_{uu}-P_u=e^{u/2}(w_{uu}-\tfrac14w)\). Multiplying the radial equation by \(r^2e^{-u/2}\) and using \(l(l+1)+\tfrac14=(l+\tfrac12)^2\equiv\lambda^2\) gives

\[
w_{uu}+\left[F-\lambda^2+2Er^2\right]w=0,\qquad F\equiv r^2p^2 .
\]

No semiclassical approximation has been made in this step. For a bound state, \(E<0\), multiply by \(w\) and integrate over \(u\). The boundary terms vanish, because \(w\sim r^{\lambda}\) at small \(r\) and \(w\) decays exponentially at large \(r\):

\[
\int w_u^2\,du=\int\left[F-\lambda^2-2|E|r^2\right]w^2\,du .
\]

The left side is positive, so \(F\) must exceed \(\lambda^2\) somewhere. In this field, then, no electron with angular momentum \(l\) can be bound unless

\[
\max_r r^2p^2>\left(l+\tfrac12\right)^2 .
\]

Equality marks the opening of a classically allowed region. It gives the leading estimate of first occupation, and a lower bound on the true onset in the model.

## 4. Leading order: the coefficient

From \(p^2=2Z\chi/r\) and \(r=bZ^{-1/3}x\),

\[
F=2Zr\chi=2bZ^{2/3}g(x),\qquad g=x\chi .
\]

Near the nucleus \(g\simeq x\). At large \(x\), try \(\chi=Ax^{-s}\) in the Thomas-Fermi equation. Equal powers require \(s+2=\tfrac32s+\tfrac12\), so \(s=3\); equal coefficients require \(12A=A^{3/2}\), so \(A=144\). Thus \(g\simeq144/x^2\) far out. Since \(g\) vanishes at both ends, it has a greatest value \(M\) in between, where \(\chi+x\chi'=0\).

The value needs numerical integration. With \(t=\sqrt x\) as variable the equation is regular at the origin. The initial slope is adjusted by bisection until \(\chi\) neither crosses zero nor turns upward; this gives \(\chi'(0)=-1.5881\) and

\[
M=0.48635\quad\text{at}\quad x_m=2.104 .
\]

Now set \(2bMZ^{2/3}=(2l+1)^2/4\) and solve for \(Z\):

\[
Z_l=C(2l+1)^3,\qquad C=(8bM)^{-3/2}=(3.4447)^{-3/2}=0.1564 .
\]

To three figures the coefficient is 0.156.

## 5. First correction: the zero-point term

An allowed region that has just opened is too narrow to hold a quantum state. To find how much more room is needed, expand \(F\) about its maximum. A derivative with respect to \(u=\ln r\) equals \(x\,d/dx\), so

\[
g_u=g+x^2\chi',\qquad g_{uu}=g_u+2x^2\chi'+x^3\chi'' .
\]

At the maximum \(g_u=0\), hence \(x^2\chi'=-g\). The Thomas-Fermi equation gives \(x^3\chi''=x^{5/2}\chi^{3/2}=xg^{3/2}\). Therefore

\[
g_{uu}=-2M+x_mM^{3/2}=-0.9727+0.7136=-0.259 .
\]

With \(v=u-u_m\) the distance from the maximum,

\[
F\simeq F_{\max}-kv^2,\qquad k=-\tfrac12F_{uu}=bZ^{2/3}|g_{uu}| .
\]

At \(E=0\) the equation for \(w\) becomes that of a harmonic oscillator,

\[
-w_{vv}+kv^2w=(F_{\max}-\lambda^2)\,w .
\]

Its lowest solution is \(w=e^{-\sqrt k\,v^2/2}\), for which \(w_{vv}=(kv^2-\sqrt k)w\), so the eigenvalue is \(\sqrt k\). The onset condition is \(F_{\max}-\sqrt k=\lambda^2\), or

\[
\alpha Z^{2/3}-\beta Z^{1/3}=\left(l+\tfrac12\right)^2,\qquad
\alpha=2bM=0.8612,\quad \beta=\sqrt{b|g_{uu}|}=0.479 .
\]

The expansion is justified at large \(Z\), because the width of \(w\) is \(v\sim k^{-1/4}\sim Z^{-1/6}\). The quartic term in \(F\) is then of order \(Z^{2/3}v^4\sim1\). The cubic term, of order \(Z^{2/3}v^3\sim Z^{1/6}\), is odd and contributes first in second order, by \((Z^{1/6})^2/\sqrt k\sim1\). Both lie one power of \(Z^{1/3}\) below the term kept.

The quadratic equation for \(Z^{1/3}\) has the positive root

\[
Z^{1/3}=\frac{\beta+\sqrt{\beta^2+4\alpha\lambda^2}}{2\alpha}
=\frac{\lambda}{\sqrt\alpha}+\frac{\beta}{2\alpha}+O(\lambda^{-1}).
\]

Cubing, and keeping the first two powers of \(\lambda\),

\[
Z_{\rm onset}=\frac{\lambda^3}{\alpha^{3/2}}+\frac{3\beta\lambda^2}{2\alpha^2}+O(\lambda)
=0.156\,(2l+1)^3+0.242\,(2l+1)^2+O(l),
\]

where \(\lambda=(2l+1)/2\) was used. The correction, relative to the leading term, is \(1.55/(2l+1)\). It falls slowly, and is still 22 percent for \(l=3\).

The same correction can be read as a count of states. The radial momentum satisfies \(p_r^2=p^2-\lambda^2/r^2\), and the radial phase-space area divided by \(2\pi\) gives a smoothed number of radial states

\[
\nu=\frac1\pi\int p_r\,dr=\frac1\pi\int\sqrt{F-\lambda^2}\,du\simeq\frac{F_{\max}-\lambda^2}{2\sqrt k} .
\]

The last form is the area of a half ellipse with semi-axes \(\sqrt{F_{\max}-\lambda^2}\) and \(\sqrt{(F_{\max}-\lambda^2)/k}\), divided by \(\pi\). The leading estimate is the point \(\nu=0\). The corrected onset is \(\nu=\tfrac12\), where the first state fits.

## 6. The first f electron

For \(l=3\) the required value is \((7/2)^2=12.25\), and

\[
Z_3=0.15641\times343=53.65 .
\]

At \(Z=50\), \(F_{\max}=0.8612\times50^{2/3}=11.69\), which is too small. At \(Z=58\) it is 12.90, and an allowed region exists. Its centre lies at

\[
r=\frac{bx_m}{Z^{1/3}}=\frac{0.88534\times2.104}{58^{1/3}}=0.481\ \text{bohr}\quad(25.5\ \text{pm}),
\]

a radius that encloses about half the electrons. By Gauss's law the net charge inside \(r\) is \(-r^2\,d\phi/dr=Z(\chi-x\chi')\), so the fraction of electrons inside is \(1-\chi+x\chi'\), which at the maximum of \(g\) equals \(1-2M/x_m=0.54\). Numerical quadrature of the full integral for \(\nu\), times the \(2(2l+1)=14\) states per radial level, gives 2.5 smoothed f electrons at \(Z=58\). This is \(\nu=0.18\), short of the value of roughly one half that a bound state needs. The two-term formula puts the onset at \(53.65+0.242\times49=65.5\).

The onset in the model field can also be found without expanding \(F\). A bound state appears when the lowest eigenvalue of \(-d^2/du^2-F\) falls below \(-\lambda^2\). The integral identity of Section 3 shows that this is necessary. For \(l\ge1\) it is also sufficient, since the eigenfunction then serves as a trial function with negative mean energy. The table gives this onset from a finite-difference diagonalization, beside the root of the quadratic equation. The last column is the first element with an electron of that \(l\) in tabulated ground configurations of free atoms; no entry is given for \(l=4\).

| \(l\) | \(Z_l\) | quadratic | model onset | element |
|---|---|---|---|---|
| 1 | 4.2 | 7.1 | 6.6 | 5 |
| 2 | 19.6 | 26.6 | 26.0 | 21 |
| 3 | 53.7 | 66.9 | 66.0 | 58 |
| 4 | 114.0 | 135.4 | 134.3 | – |

The quadratic equation reproduces the model onset to about 1 percent for \(l=3\). The real elements, however, lie between the two criteria. Relative to the tabulated charges, \(Z_l\) is low by 16, 7 and 8 percent for p, d and f, while the model onset is high by 32, 24 and 14 percent. The zero-point term improves the solution of the model and worsens the agreement with atoms. The closeness of \(Z_l\) to the real values therefore involves a partial cancellation between the omitted zero-point term and errors of the field itself.

One such error can be identified. From \(\chi\simeq144/x^3\), the neutral field falls in the limit of large distance as \(\phi\simeq144\,b^3/r^4\) (a form reached slowly: at \(Z=58\) and \(r=10\) bohr the field is still only about half of it), whereas an outer electron of a real neutral atom sees a singly charged ion, with \(\phi\simeq1/r\). For d and f electrons a change confined to the far tail does not close the gap. If \(\phi\) is replaced by \(1/r\) wherever the neutral field is weaker, the 4f level keeps its hydrogen-like energy of \(-1/32\) hartree up to \(Z=66\), and the 3d level stays near \(-1/18\) hartree up to \(Z=24\). The result depends on how the ionic limit is imposed. The field \(\phi=[(Z-1)\chi+1]/r\) has the same tail but also removes one electron's screening inside the atom. In it the 4f level contracts between \(Z=58\) (\(-0.034\) hartree) and \(Z=62\) (\(-0.44\) hartree), and the 3d level lies at \(-0.25\) hartree at \(Z=21\). Which errors of the field account for the difference in real atoms is not determined here. The tail cannot simply be added to the criterion. With it, \(F\simeq2r\) grows without limit and exceeds any \(\lambda^2\), so the question changes from whether a level is bound to which level lies lowest.

The estimate is thus a statement about large \(Z\) in a neutral mean field. For \(l=0\) it gives \(Z_0=0.16\), below any real nuclear charge, and for \(l=1\) it is applied to about five electrons, where a statistical description has little justification.

Numbers in the example were calculated in double precision.
